# Electron Drift in Crossed Fields with Constant Collision Frequency

## The question

A swarm of electrons, each of charge $-e$ and mass $m$, moves through a uniform gas of heavy atoms. The fields are uniform and steady: $\mathbf E=-E\,\hat{\mathbf x}$ and $\mathbf B=B\,\hat{\mathbf z}$, with $E,B>0$. The electric force $-e\mathbf E$ therefore points along $+x$, and $\mathbf E\times\mathbf B$ points along $+y$. The swarm is spatially uniform, carries no field of its own, and neither gains nor loses electrons. The momentum-transfer collision frequency $\nu$ is the same for all electron energies. Define $\omega_c=eB/m$.

Here "drift" means the mean velocity $\mathbf v$ of the swarm, and "forward" means along the electric force.

## (a) Momentum balance

**Write the equation of motion for the mean velocity, and show that any initial mean velocity is forgotten at the rate $\nu$.**

Take scattering that is isotropic, from atoms so heavy that their recoil can be neglected. After a collision an electron is equally likely to move in any direction, so the mean velocity of the electrons that have just collided is zero. In a time $dt$ a fraction $\nu\,dt$ of the electrons collide. Because $\nu$ does not depend on energy, these are a fair sample of the swarm, with mean velocity $\mathbf v$ before the collision. The mean momentum per electron thus falls by $m\nu\mathbf v\,dt$, whatever the distribution of speeds. Adding the averaged Lorentz force gives

$$m\frac{d\mathbf v}{dt}=-e(\mathbf E+\mathbf v\times\mathbf B)-m\nu\mathbf v .$$

With $\mathbf v\times\mathbf B=(v_yB,\,-v_xB,\,0)$, division by $m$ gives

$$\dot v_x=\frac{eE}{m}-\omega_c v_y-\nu v_x,\qquad
\dot v_y=\omega_c v_x-\nu v_y,\qquad \dot v_z=-\nu v_z .$$

Let $\delta_x,\delta_y$ be the deviations from the steady solution. They obey the same equations without the constant term. For $u=\delta_x+i\delta_y$,

$$\dot u=-\omega_c\delta_y-\nu\delta_x+i\omega_c\delta_x-i\nu\delta_y=(i\omega_c-\nu)u ,$$

so $u(t)=u(0)\,e^{i\omega_ct}e^{-\nu t}$. The deviation turns at $\omega_c$ and shrinks as $e^{-\nu t}$, as does $v_z$.

## (b) Steady drift

**Find both components of the steady drift.**

Setting the time derivatives to zero gives $v_z=0$ and

$$\nu v_x+\omega_cv_y=\frac{eE}{m},\qquad v_y=\frac{\omega_c}{\nu}v_x .$$

Insert the second equation into the first and multiply by $\nu$:

$$(\nu^2+\omega_c^2)\,v_x=\frac{eE}{m}\,\nu .$$

Hence

$$v_x=\frac{eE}{m}\,\frac{\nu}{\nu^2+\omega_c^2},\qquad
v_y=\frac{eE}{m}\,\frac{\omega_c}{\nu^2+\omega_c^2}.$$

For $B=0$ the forward drift is $eE/(m\nu)$, as it should be.

## (c) The maximum

**With $E$ and $B$ held fixed and $\nu$ varied, show that the forward drift is greatest at $\nu=\omega_c$, where it equals $E/(2B)$. Explain why it falls on either side. What happens if $B$ is varied at fixed $\nu$ instead?**

Since $e/m=\omega_c/B$, the forward drift is

$$v_x=\frac EB\,\frac{\omega_c\nu}{\nu^2+\omega_c^2}=\frac EB\,\frac{r}{1+r^2},\qquad r=\frac{\nu}{\omega_c}.$$

Compare the last fraction with one half:

$$\frac12-\frac{r}{1+r^2}=\frac{1+r^2-2r}{2(1+r^2)}=\frac{(1-r)^2}{2(1+r^2)}\ge0 .$$

The difference vanishes only at $r=1$. Therefore

$$v_x\le\frac{E}{2B},\qquad\text{with equality only at }\nu=\omega_c .$$

This covers all positive $\nu$, so no separate test for a maximum is needed.

When collisions are rare, $r\ll1$, the drift is mostly sideways: $v_y\approx E/B$ while $v_x\approx(E/B)\,r$. The magnetic force turns the electrons before they can advance far along the electric force, and each collision lets them advance a little. More collisions then mean more forward drift. When collisions are frequent, $r\gg1$, the magnetic field has little time to act and $v_x\approx eE/(m\nu)$. More collisions then mean less forward drift. The two regimes meet at $r=1$, where $v_y=v_x$. The drift there lies at $45^\circ$ to the force, and its total speed is $\sqrt2\,E/(2B)=E/(\sqrt2B)$. The value $E/(2B)$ is thus one component of the drift, not its magnitude.

If $\nu$ is fixed and $B$ varied, write

$$v_x=\frac{eE}{m\nu}\,\frac{1}{1+(\omega_c/\nu)^2}.$$

This falls steadily as $B$ grows and is greatest at $B=0$. The peak at $\nu=\omega_c$ belongs to a change of collision frequency, for instance through the gas pressure, at fixed fields.

## (d) A numerical case

**A model gas has $\nu/p=2.0\times10^9\ \mathrm{s^{-1}\,Torr^{-1}}$ at 300 K. Take $E=1.0$ V/cm and $B=2.0$ mT. Find the pressure of greatest forward drift and the drift there, and compare with other pressures.**

The cyclotron frequency is $\omega_c=eB/m=3.52\times10^8\ \mathrm{s^{-1}}$. Setting $\nu=\omega_c$ gives

$$p=\frac{3.52\times10^8}{2.0\times10^9}\ \text{Torr}=0.176\ \text{Torr}\approx23\ \text{Pa}.$$

The speed scale is

$$\frac EB=\frac{100\ \mathrm{V/m}}{2.0\times10^{-3}\ \mathrm T}=5.0\times10^4\ \mathrm{m/s}=5.0\times10^6\ \mathrm{cm/s},$$

so the greatest forward drift is $2.5\times10^6$ cm/s, or $2.5\times10^4$ m/s. The total drift speed there is $3.5\times10^6$ cm/s.

At 0.10 Torr, $r=0.569$ and

$$v_x=5.0\times10^6\times\frac{0.569}{1+0.569^2}=2.15\times10^6\ \mathrm{cm/s}.$$

Other pressures, at the same fields, give:

| $p$ (Torr) | $r$ | $v_x$ ($10^6$ cm/s) | $v_y$ ($10^6$ cm/s) |
|---|---|---|---|
| 0.02 | 0.114 | 0.56 | 4.94 |
| 0.10 | 0.569 | 2.15 | 3.78 |
| 0.176 | 1.00 | 2.50 | 2.50 |
| 1.00 | 5.69 | 0.85 | 0.15 |

The claim in (a) that the distribution of speeds does not matter can be tested by following electrons through random isotropic collisions. At $\nu=\omega_c$, runs in which each collision removed 50% or 20% of the electron's energy gave forward drifts of $2.501\times10^6$ and $2.497\times10^6$ cm/s. Both agree with $2.500\times10^6$ cm/s within the sampling error, which is a few tenths of a percent of that value.

## (e) Collision frequency that depends on speed

**Now let $\nu=\nu(v)$, where $v$ is the speed of an individual electron. Scattering is elastic and isotropic, and the electric field is weak enough that $f=f_0(v)+\mathbf v\cdot\mathbf g(v)$ to first order in $E$, where $\mathbf v$ is now the individual velocity. Show that the forward drift cannot exceed $E/(2B)$ if $f_0$ decreases with speed.**

Normalize $f_0$ by $\int_0^\infty4\pi v^2f_0\,dv=1$. Elastic isotropic collisions replace $f$ by its average over directions at the rate $\nu(v)$. The average of $\mathbf v\cdot\mathbf g$ over directions is zero, so the collision term is $-\nu\,\mathbf v\cdot\mathbf g$. To first order in $E$, the steady kinetic equation is

$$\frac{eE}{m}\,\hat{\mathbf x}\cdot\nabla_vf_0-\frac em(\mathbf v\times\mathbf B)\cdot\nabla_v(f_0+\mathbf v\cdot\mathbf g)=-\nu\,\mathbf v\cdot\mathbf g .$$

Here $\nabla_vf_0=f_0'\,\mathbf v/v$, which is perpendicular to $\mathbf v\times\mathbf B$. Also $\nabla_v(\mathbf v\cdot\mathbf g)=\mathbf g+(\mathbf v\cdot\mathbf g')\,\mathbf v/v$, whose second part drops out for the same reason. What remains of the magnetic term contains $(\mathbf v\times\mathbf B)\cdot\mathbf g=\mathbf v\cdot(\mathbf B\times\mathbf g)$. Every term is now $\mathbf v$ dotted with a vector that depends on speed alone. Since the equation holds for all directions of $\mathbf v$,

$$\nu\mathbf g=-\frac{f_0'}{v}\,\frac{eE}{m}\,\hat{\mathbf x}+\frac em\,\mathbf B\times\mathbf g .$$

Let $\mathbf w(\nu)$ be the drift found in (b). Its steady balance reads

$$\nu\mathbf w=\frac{eE}{m}\,\hat{\mathbf x}+\frac em\,\mathbf B\times\mathbf w .$$

The two equations are linear and differ by the factor $-f_0'/v$ in the source, so $\mathbf g=-(f_0'/v)\,\mathbf w(\nu(v))$.

The drift is $\mathbf V=\int\mathbf v\,(\mathbf v\cdot\mathbf g)\,d^3v$. Averaged over directions, $v_iv_j$ becomes $v^2\delta_{ij}/3$, so

$$\mathbf V=\int_0^\infty\frac{v^2}{3}\,\mathbf g\,4\pi v^2\,dv=\int_0^\infty W(v)\,\mathbf w(\nu(v))\,dv,\qquad W=-\frac{4\pi}{3}v^3f_0' .$$

If $f_0$ decreases, $W\ge0$. Integration by parts, with $v^3f_0\to0$ at both ends, gives $\int W\,dv=\int4\pi v^2f_0\,dv=1$. Thus $V_x$ is a weighted average of values that by (c) are at most $E/(2B)$, and so $V_x\le E/(2B)$.

For a size, take a Maxwellian with an electron temperature of 3 eV, and let $\nu/p$ at the rms speed keep the value used in (d). Maximizing the average over pressure gives:

- for $\nu\propto v$, a peak of $2.37\times10^6$ cm/s at 0.149 Torr, 5% below $E/(2B)$;
- for $\nu\propto v^2$, a peak of $2.11\times10^6$ cm/s at 0.121 Torr, 16% below.

The shift to lower pressure has a simple reading. For a Maxwellian $W\propto v^4e^{-mv^2/2k_BT_e}$, and the mean of $v^2$ with this weight is $5/3$ of the ordinary mean square speed. The electrons that carry the drift are faster than the rms speed, so they collide more often and reach $\nu\approx\omega_c$ at a lower pressure. This reading gives the direction of the shift but somewhat overstates its size: setting $\nu=\omega_c$ at that faster speed gives 0.136 and 0.106 Torr.

The expansion suits these numbers: the drift speed of $3.5\times10^6$ cm/s is about 3% of the rms speed, $1.26\times10^8$ cm/s.

## (f) A processing reactor

**Suppose that insulating walls stop the transverse current. Find the forward drift at $\nu=\omega_c$. Then judge how far the result of (d) can be applied to a magnetically enhanced reactive-ion etcher with a 5 cm gap.**

Charge collects on the walls until a field $E_y$ makes $v_y=0$. The steady $y$ equation becomes $0=eBv_x-eE_y$, so $E_y=Bv_x$. With $v_y=0$ the $x$ equation gives $v_x=eE/(m\nu)$, as if there were no magnetic field. At $\nu=\omega_c$ this is $E/B=5.0\times10^6$ cm/s, twice the earlier value, with $E_y=E=1.0$ V/cm. The peak has also gone, since $eE/(m\nu)$ falls steadily with $\nu$. The result of (c) therefore needs a transverse drift that is free to flow, for example around a closed path. The complete cancellation of the magnetic force holds for constant $\nu$. If $\nu$ depends on speed, fast and slow electrons drift sideways in opposite directions even when the mean $v_y$ is zero, and the magnetic field still lowers the forward drift. For the Maxwellian of (e), with $\nu=\omega_c$ at the rms speed, it does so by about 6% for $\nu\propto v$ and 24% for $\nu\propto v^2$.

The values in (d) and (e) are of the order met in such an etcher: a pressure of tens to hundreds of millitorr and an electron temperature of about 3 eV. The field of 2 mT is at the weak end, and $\nu/p$ depends on the gas. At 10 mT the peak would lie at 0.88 Torr with a height of $5\times10^5$ cm/s, so at tens of millitorr such a reactor works far on the rare-collision side; at 0.05 Torr $v_x$ is about $6\times10^4$ cm/s. The bulk electric field varies widely between reactors. Besides the blocked current, the largest of the corrections estimated here is diffusion. A density gradient of length $L$ along $x$ adds a force of size $k_BT_e/L$ to $eE$. For $L=5$ cm the ratio is $3\ \mathrm V/(1\ \mathrm{V/cm}\times5\ \mathrm{cm})=0.60$, so such a gradient changes the forward mean velocity at the peak to about $1.0\times10^6$ or $4.0\times10^6$ cm/s, depending on its sign. Steeper gradients, as near the walls, change it more. This estimate treats $E$ as the total field and holds it fixed. In a quasi-neutral plasma the gradient sets up an ambipolar field of about $k_BT_e/(eL)=0.6$ V/cm that largely cancels the gradient force. Gas at 400 K instead of 300 K is thinner at a given pressure and moves the peak to 0.23 Torr, without changing its height.

Smaller effects matter less here. In a 13.56 MHz field of the same amplitude, $\dot{\mathbf v}$ adds $i\Omega$ to $\nu$, with $\Omega/\nu=0.24$, and the forward amplitude rises by 3%. The free path at the rms speed is 3.6 mm, or 7% of the gap, so the momentum balance is nearly local away from the walls. The electron temperature is not local. At the power $eEv_x$ a steady field needs about 1.8 μs to supply the mean energy of 4.5 eV. In that time an electron diffuses about 5 cm along $x$, the width of the gap, and drifts a further 4.5 cm. A 13.56 MHz field of the same amplitude delivers about half that power on average, so it needs about 3.5 μs, and the diffusion length is then about 7 cm. The temperature is therefore taken as given here, not derived from the local field. Electrons born at rest by ionization add their production rate to $\nu$. The uniform field supplies each electron with $eEv_x=2.5\times10^6$ eV/s, which at an assumed 15 eV per ionization pays for a rate of at most $5\times10^{-4}\,\nu$, and about half that in the 13.56 MHz field. Other heating, as near the sheaths, can raise the rate, but the correction stays small as long as the rate is far below $\nu$.

The value $2.5\times10^6$ cm/s is thus a property of a uniform swarm with free transverse drift. In an rf reactor with a bulk field amplitude near 1 V/cm and $\nu\approx\omega_c$, it gives a rough scale for the amplitude of the oscillating mean electron velocity away from the walls. It is not a scale for the thermal speed, which is about 50 times larger. Nor is it a scale for the time-averaged flow toward the walls, which is tied to the ion flow and in the bulk stays below the Bohm speed, about $3\times10^5$ cm/s for argon at 3 eV. Blocked transverse current and density gradients can change the mean velocity by a factor of two or more.

## Calculated quantities

```
Electric field: 1.00 V/cm
Magnetic field: 2.00 mT = 20 G
nu/p at 300 K: 2.00e+09 1/(s Torr)
Electron temperature: 3.0 eV; gap: 5.0 cm
omega_c: 3.5176e+08 1/s
nu at numerical peak: 3.5176e+08 1/s
Peak pressure: 0.1759 Torr = 23.45 Pa
E/B: 5.0000e+06 cm/s
Peak forward drift: 2.5000e+06 cm/s = 2.5000e+04 m/s
Transverse drift at peak: 2.5000e+06 cm/s
Total drift speed at peak: 3.5355e+06 cm/s
Angle from force: 45.00 deg
Pressure (Torr), nu/omega_c, forward, transverse (cm/s):
  0.0200  0.1137  5.613e+05  4.936e+06
  0.0500  0.2843  1.315e+06  4.626e+06
  0.1000  0.5686  2.148e+06  3.779e+06
  0.1759  1.0000  2.500e+06  2.500e+06
  0.5000  2.8428  1.565e+06  5.506e+05
  1.0000  5.6856  8.530e+05  1.500e+05
Monte Carlo: nu/omega_c, energy loss, sampled, formula (cm/s):
  0.5  0.5  2.001e+06  2.000e+06
  1.0  0.5  2.501e+06  2.500e+06
  1.0  0.2  2.497e+06  2.500e+06
  2.0  0.5  1.996e+06  2.000e+06
Neglected effects at the peak:
Forward drift, transverse current blocked: 5.000e+06 cm/s
Hall field then: 1.000 V/cm
Diffusion/drift, gradient length = gap: 0.60
nu ~ v^1: peak 2.369e+06 cm/s at 0.1491 Torr
  peak speed relative to E/(2B): 0.9477
nu ~ v^2: peak 2.109e+06 cm/s at 0.1212 Torr
  peak speed relative to E/(2B): 0.8435
RF frequency: 13.56 MHz
RF angular frequency / nu: 0.242
RF forward amplitude / steady drift: 1.0285
Peak pressure with gas at 400 K: 0.2345 Torr
rms electron speed: 1.258e+08 cm/s
Gyroradius at rms speed: 3.58 mm
Free path at rms speed: 3.58 mm
Free path / gap: 0.072
Reduced field E/N: 17.7 Td
Power gained per electron: 2.500e+06 eV/s
Ionization energy assumed: 15 eV
Upper bound, ionization rate / nu: 4.74e-04
```
